# Square-root advance of an interstitial front through saturable traps in silicon

Ion implantation leaves silicon with a layer of damage that releases self-interstitials when the wafer is annealed. These interstitials speed up the diffusion of dopants such as boron for as long as they are present, which is the transient enhanced diffusion of device processing. If the silicon beneath the damage contains many sites that can absorb interstitials, for instance vacancies stored by an earlier high-energy implant, the deeper crystal is protected for a time. Each stored vacancy disappears when it takes up an interstitial, so the protection is used up from the damaged side inwards. The question is how far the interstitials have penetrated after a given time.

Let \(x\) be the depth below the lower edge of the damage, and let the damage hold the interstitial concentration there at a constant value \(C_s\). The interstitials have concentration \(C(x,t)\) and diffusivity \(D\). The traps do not move, have initial density \(N\), take one interstitial each and never give it back; \(T(x,t)\) is the density of those still empty. Capture then obeys

\[
\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial x^2}-kCT,\qquad
\frac{\partial T}{\partial t}=-kCT, \tag{1}
\]

with \(C(0,t)=C_s\), \(C(x,0)=0\) and \(T(x,0)=N\) for \(x>0\). The coefficient \(k\) follows from steady diffusion to a sphere of capture radius \(a\). Around it the concentration is \(C(1-a/\rho)\) at distance \(\rho\), and the inward current \(4\pi\rho^2D\,\partial_\rho[C(1-a/\rho)]\) equals \(4\pi aDC\). Hence \(k=4\pi aD\), provided that the traps lie much farther apart than \(a\). Both \(C\) and \(T\) are averages over planes parallel to the surface.

Suppose first that the traps could capture without ever filling. Then \(T=N\) at all times, and the steady state satisfies \(DC''=kNC\), whose decaying solution is

\[
C=C_s e^{-x/\ell},\qquad \ell=\sqrt{\frac{D}{kN}}=\frac{1}{\sqrt{4\pi aN}}. \tag{2}
\]

This profile stands still: the interstitials reach a depth of order \(\ell\) and no farther. Any continued advance in this model therefore comes from the saturation of the traps. The length \(\ell\) does not contain \(D\), because a faster interstitial also finds a trap sooner.

With saturation, the region near the surface fills and stops absorbing. Interstitials cross it freely and are captured where empty traps begin. If capture there takes place over a distance much shorter than the depth reached, the transition can be idealized as a plane at \(x_f(t)\), with full traps behind it and empty traps ahead. Let also \(C_s\ll N\). Filling the traps out to \(x_f\) then needs many more interstitials than the filled region holds in transit, so the front moves slowly compared with the time in which diffusion smooths the profile behind it. That profile is steady, \(C''=0\), and runs linearly from \(C_s\) at the surface to zero at the front. The current density \(DC_s/x_f\) arriving at the front fills \(N\) traps per unit volume of new ground:

\[
N\frac{dx_f}{dt}=\frac{DC_s}{x_f}. \tag{3}
\]

Multiplying by \(x_f/N\) gives \(\tfrac12\,d(x_f^2)/dt=DC_s/N\), and integration from \(x_f(0)=0\) yields

\[
x_f=\sqrt{2Dt\,\frac{C_s}{N}}. \tag{4}
\]

The square root in time arises because the supply line lengthens as the front advances. The ratio \(C_s/N\) enters because \(C_s\) sets the current and \(N\) the number of interstitials consumed per unit of depth. The front spreads as if with an effective diffusivity \(DC_s/N\).

Two approximations were made, and each can be removed in turn. The first is \(C_s\ll N\). Keep the sharp front but let \(r=C_s/N\) be arbitrary. Behind the front \(C_t=DC_{xx}\), with \(C=C_s\) at \(x=0\) and \(C=0\) at \(x_f\). No length is given in this problem, so try \(C=C_sf(\eta)\) with \(\eta=x/(2\sqrt{Dt})\). Since \(\partial\eta/\partial t=-\eta/(2t)\) and \(\partial\eta/\partial x=1/(2\sqrt{Dt})\), the diffusion equation becomes \(f''=-2\eta f'\). Thus \(f'\propto e^{-\eta^2}\), and the two boundary values give

\[
\frac{C}{C_s}=1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda},\qquad x_f=2\lambda\sqrt{Dt}. \tag{5}
\]

The constant \(\lambda\) follows from the balance at the front, \(-DC_x=N\,dx_f/dt\). With \(\operatorname{erf}'\eta=(2/\sqrt\pi)e^{-\eta^2}\), this reads

\[
\frac{C_s\,e^{-\lambda^2}}{\operatorname{erf}\lambda}\sqrt{\frac{D}{\pi t}}
=N\lambda\sqrt{\frac{D}{t}},
\]

and therefore

\[
\sqrt{\pi}\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=r. \tag{6}
\]

The time has cancelled, so the sharp front follows \(\sqrt t\) for every ratio. The dependence on the ratio is more restricted. For small \(\lambda\), \(\operatorname{erf}\lambda\simeq(2/\sqrt\pi)(\lambda-\lambda^3/3)\) and \(e^{\lambda^2}\simeq1+\lambda^2\), so the left side of (6) is \(2\lambda^2(1+\tfrac23\lambda^2)\). Writing \(u=2\lambda^2\) gives \(u+u^2/3\simeq r\), hence \(u\simeq r-r^2/3\), and

\[
x_f=\sqrt{2uDt}\simeq\sqrt{2rDt}\left(1-\frac r6\right). \tag{7}
\]

Equation (4) is the leading term. The correction is negative because some of the interstitials remain in transit behind the front instead of filling traps. They amount to \(r/2\) of the trapped number and alone would give \(-r/4\); the profile is slightly steeper at the surface than the straight line, which returns \(+r/12\). At \(r=1\), solving (6) numerically by root bracketing gives \(\lambda=0.620\), and formula (4) overestimates the depth by 14 %. For \(r\gg1\) the exponential dominates (6) and \(\lambda\) grows roughly as \(\sqrt{\ln r}\): sparse traps hardly delay the interstitials, and the square root in \(C_s/N\) is lost.

The second approximation is the sharpness of the front. To examine it, return to (1) with finite \(k\) and \(r\ll1\), and define the accumulated exposure

\[
\theta(x,t)=k\int_0^tC(x,t')\,dt'. \tag{8}
\]

The trap equation integrates at once to \(T=Ne^{-\theta}\). Integrating the diffusion equation over time at fixed \(x\), with \(\int_0^t kCT\,dt'=N-T\), gives

\[
C=\frac Dk\frac{\partial^2\theta}{\partial x^2}-N\left(1-e^{-\theta}\right).
\]

After division by \(N\), the left side is \(C/N\), which is at most of order \(r\). Ahead of the front \(1-e^{-\theta}\simeq\theta\) is itself small, so the comparison must be made there too. The profile moves at speed \(v=DC_s/(Nx_f)\) and decays over \(\ell\), so \(C=\theta_t/k\sim v\theta/(k\ell)\), and \(C/(N\theta)\sim v\ell/D=r\ell/x_f\), which is again small. Dropping the term leaves

\[
\ell^2\frac{\partial^2\theta}{\partial x^2}=1-e^{-\theta},\qquad \theta(0,t)=\theta_0=kC_st. \tag{9}
\]

Time now enters through the boundary value alone. Multiply by \(\theta_x\) and integrate from \(x\) to infinity, where \(\theta\) and \(\theta_x\) vanish:

\[
\frac{\ell^2}{2}\left(\frac{\partial\theta}{\partial x}\right)^2=G(\theta),\qquad
G(\theta)=\theta-1+e^{-\theta}. \tag{10}
\]

A gradual front needs a definition of its depth. The natural one is the number of filled traps per unit area divided by \(N\), called the filled depth \(X\). By (9) its integrand is a derivative:

\[
X=\int_0^\infty\left(1-e^{-\theta}\right)dx=-\ell^2\left.\frac{\partial\theta}{\partial x}\right|_{0}
=\ell\sqrt{2\left(\theta_0-1+e^{-\theta_0}\right)}. \tag{11}
\]

The sign is fixed by \(\theta_x<0\). For \(\theta_0\gg1\),

\[
X\simeq\ell\sqrt{2\theta_0}\left(1-\frac1{2\theta_0}\right),\qquad
\ell\sqrt{2\theta_0}=\sqrt{\frac{2D}{kN}\,kC_st}=x_f. \tag{12}
\]

The capture coefficient cancels from the leading term, which is why (4) contains no property of the traps except their density. In the opposite limit \(\theta_0\ll1\) the concentration is nearly constant in time once the profile has formed, so the dropped term is \(C/(N\theta)\simeq1/(kNt)=r/\theta_0\) relative to \(\theta\). Equation (9) therefore applies for \(r\ll\theta_0\ll1\), that is, after a time well beyond \(1/(kN)\). In this range \(G\simeq\theta_0^2/2\) and \(X\simeq\ell\theta_0\), which is linear in time. The traps are then nearly all empty, the profile is the stationary one of (2), and the current \(DC_s/\ell\) is constant. The square-root law begins only after the surface traps have filled, at times well beyond \(1/(kC_s)\).

The shape of the front follows from (10) by separating variables:

\[
x(\theta)=\ell\int_\theta^{\theta_0}\frac{d\theta'}{\sqrt{2G(\theta')}}. \tag{13}
\]

Ahead of the front, \(G\simeq\theta^2/2\) and the exposure decays as \(e^{-x/\ell}\). Well behind it, \(G\simeq\theta\), so \(\theta\) grows as the square of the distance \(d\) from the front, \(\theta\simeq d^2/(2\ell^2)\), and the empty traps die out roughly as a Gaussian. The distance between the planes where 10 % and 90 % of the traps are empty is the integral in (13) taken from \(\ln(10/9)\) to \(\ln10\). Numerical quadrature gives \(3.45\,\ell\). Neither limit contains \(\theta_0\), so in this regime the width depends neither on time nor on \(C_s\). The front becomes sharp in the relative sense: its width stays fixed while its depth grows. Since \(x_f/\ell=\sqrt{2\theta_0}\), a width below a tenth of the depth requires \(\theta_0\) above about 600.

The interstitial profile comes from the same integral. Differentiate (13) with respect to time at fixed \(x\). The two limits contribute \(\dot\theta_0/\sqrt{2G(\theta_0)}-\dot\theta/\sqrt{2G(\theta)}=0\), and since \(\dot\theta=kC\) and \(\dot\theta_0=kC_s\),

\[
\frac{C}{C_s}=\sqrt{\frac{G(\theta)}{G(\theta_0)}}. \tag{14}
\]

Behind the front this is approximately \(\sqrt{\theta/\theta_0}\simeq1-x/x_f\), the straight line assumed in (3). Within the front, where \(\theta\) is of order one, the concentration is of order \(C_s/\sqrt{\theta_0}\).

Single vacancies in silicon are too mobile to serve as the fixed traps of (1): with a rough migration energy of 0.4 eV and an attempt rate of \(10^{13}\) s⁻¹, one jumps about \(10^{11}\) times per second at 750 °C. The isolated traps are therefore an idealization. Vacancies can stay in place when they are bound in clusters, which changes the capture law. Let each cluster start with \(n\) vacancies, and let all clusters at a given depth shrink alike, with a fraction \(\tau=T/N\) of their vacancies left. If the capture radius scales as the cube root of the cluster's volume, it is \(a(n\tau)^{1/3}\). There are \(N/n\) clusters per volume, so the capture rate per volume is

\[
4\pi a(n\tau)^{1/3}DC\,\frac Nn=k_cNC\,\tau^{1/3},\qquad k_c=k\,n^{-2/3}. \tag{15}
\]

The corresponding length is \(\ell_c=\sqrt{D/(k_cN)}=n^{1/3}\ell\). With \(\theta\) now defined using \(k_c\), the traps obey \(d\tau/d\theta=-\tau^{1/3}\), which integrates to \(\tau=(1-2\theta/3)^{3/2}\) up to \(\theta=3/2\) and \(\tau=0\) beyond. Equation (9) becomes \(\ell_c^2\theta_{xx}=1-\tau(\theta)\), and \(G\) becomes \(\int_0^\theta(1-\tau)\,d\theta'\). Since \(\int_0^{3/2}(1-2\theta/3)^{3/2}d\theta=\tfrac32\cdot\tfrac25=\tfrac35\), the filled depth for \(\theta_0>3/2\) is

\[
X=\ell_c\sqrt{2\left(\theta_0-\tfrac35\right)},\qquad\text{or}\qquad X^2=x_f^2-\tfrac65\,\ell_c^2. \tag{16}
\]

Clustering leaves the leading law intact. Because the front width scales with \(\ell_c=n^{1/3}\ell\), large clusters broaden the front.

For an example, take an anneal at 750 °C with the round values \(D=10^{-7}\) cm²/s, \(C_s=2\times10^{13}\) cm⁻³, \(N=10^{18}\) cm⁻³, \(a=0.5\) nm and \(t=300\) s. The ratio is \(r=2\times10^{-5}\), and (4) gives

\[
x_f=\sqrt{2(10^{-7})(300)(2\times10^{-5})}\ \text{cm}=3.46\times10^{-5}\ \text{cm}=346\ \text{nm}.
\]

Without traps the diffusion length \(2\sqrt{Dt}\) would be 110 µm. At the end of the anneal the front moves at \(x_f/(2t)=0.58\) nm/s, and by (4) it would reach a depth of 500 nm after \(Nx^2/(2DC_s)=625\) s. A protective layer of that thickness would begin to leak earlier, because a tail of interstitials runs ahead of the front. With trap-free silicon beneath the layer and the capture radius given above, (1) puts the concentration at its lower edge at \(10^{-4}C_s\) after about 450 s and at \(10^{-2}C_s\) after about 580 s. Since \(C_s\) exceeds the equilibrium concentration by a factor of order \(10^4\), dopant diffusion at that edge is enhanced well before the front arrives.

The capture coefficient is \(k=4\pi aD=6.28\times10^{-14}\) cm³/s, so \(\ell=12.6\) nm and \(\theta_0=kC_st=377\). The correction for finite capture rate, \(1/(2\theta_0)\), is 0.13 % of the depth, and the correction \(r/6\) is about three parts in a million. The front is 43 nm wide between the 10 % and 90 % planes, an eighth of its depth. The mean trap spacing \(N^{-1/3}\) is 10 nm, close to \(\ell\), so the width is only an estimate: equations (1) average over the plane and leave out the random positions of individual traps. With clusters of ten vacancies, \(\ell_c=27.2\) nm, the filled depth is 345 nm, and the width, from the same quadrature with the cluster form of \(G\), rises to 68 nm. This assumes, as in (15), that clusters at the same depth shrink alike; the randomness of individual captures widens the front slightly more.

These inputs are meant as rough orders of magnitude for vacancy-rich silicon facing an implant-damaged layer, and the depth inherits their uncertainty. At given \(N\) and \(t\) it depends on the product \(DC_s\); a factor of three either way in that product moves the front to 200 or 600 nm. The real spread can be wider: the product used here corresponds to an interstitial supersaturation of a few times \(10^4\) at 750 °C, judged from extrapolated self-diffusion data, and a supersaturation ten times lower would give 110 nm. One assumption plainly broken in a real anneal is the constant source, since the damage dissolves. Equation (3) still holds for a varying \(C_s(t)\) as long as the profile behind the front adjusts quickly, and it gives \(x_f^2=(2D/N)\int_0^tC_s\,dt'\). A source that falls linearly to zero over the 300 s halves the integral and reduces the depth to 245 nm. In the constant-source example the traps take up \(NX=3.5\times10^{13}\) cm⁻², or 35 % of a source holding \(10^{14}\) cm⁻², a rough figure for implant damage. Loss of interstitials to the wafer surface would drain the source further.

Irreversibility also has limits. An interstitial that fills a vacancy restores the perfect lattice and is not released, but a cluster can emit a vacancy before an interstitial arrives. With an attempt rate of \(10^{13}\) s⁻¹, a migration energy of 0.4 eV and a binding energy of 3.0 eV, all rough, the expected number of emissions per vacancy in 300 s is

\[
(10^{13})(300)\,e^{-3.4/0.0882}\approx0.05 .
\]

A binding energy lower by 0.2 eV raises this to 0.5. Both figures take the binding energy as fixed, and so describe clusters that have not yet shrunk much. The last few vacancies of a cluster can be bound more weakly and may be emitted before interstitials reach them, which (15) leaves out; the front width found from it is uncertain for this reason too. An emitted vacancy starts beside its own cluster and often returns to it at once. If one that escapes is recaptured with the same radius as an interstitial, it lives for a mean time of about \(1/(k_cN)\), with \(k_c\) evaluated for its own diffusivity. Its mean square displacement along \(x\) is then \(2\ell_c^2\), from which the diffusivity has cancelled. If every emitted vacancy escaped, the stored vacancies would spread by about 9 nm in the first case and 28 nm in the second; immediate returns make the spread smaller. Such a spread leaves the mean density of a uniform layer unchanged and alters it only where the density of stored vacancies varies over a comparable distance. The exchange of vacancies between clusters can still change their sizes, and with them \(\ell_c\) and the width of the front. At higher temperature emission is more frequent, and the assumption of immobile traps has to be checked again.

Finally, interstitials may pair with one another behind the front. Two of them approach with relative diffusivity \(2D\), so pairs form at the rate \(\tfrac12\cdot4\pi a(2D)C^2\) per volume if the capture radius is again \(a\), and each pair removes two interstitials. For the linear profile \(\int C^2dx=C_s^2x_f/3\), and the loss relative to the current \(DC_s/x_f\) is

\[
\frac{8\pi aD\,C_s^2x_f/3}{DC_s/x_f}=\frac{8\pi}{3}\,aC_sx_f^2\approx1\,\% .
\]

Most of this loss occurs near the source, which replaces it: with the concentration fixed at both ends, a loss at depth \(x\) reduces the current at the front only in the proportion \(x/x_f\). For the linear profile that is a quarter of the loss, and the depth changes by about 0.1 %. The estimate counts only the two interstitials that form each pair. Pairs that break up again would reduce the loss, while pairs that survive can capture further interstitials and increase it. If none break up, the density of pairs and of the clusters grown from them reaches \(4\pi aDC_s^2t=\theta_0C_s\) at the surface, here 377 times that of the free interstitials, so for stable pairs that keep growing the loss can be well above 1 %. If they capture with the same radius \(a\), adding these sinks to (1) gives a loss about equal to the filling current at 300 s, while the depth falls only to 338 nm. Even without such growth it rises as \(x_f^2\), and so in proportion to time. Irreversible pairing therefore eventually limits the square-root law in this model, even with a source that never runs out.
